Tracer correlation factor for dilute oxygen-vacancy hopping in cubic hafnia

**What goes wrong without the factor**

Suppose that a labelled-oxygen anneal of cubic hafnia yields a tracer diffusivity D*, and that the vacant fraction c_v of oxygen sites is known. It is tempting to take D*/c_v as the vacancy diffusivity D_v. For the example below this gives 1.26×10⁻⁶ cm²/s, while the vacancies in the model diffuse at 1.93×10⁻⁶ cm²/s. The estimate is 35 % low because a vacancy that has just moved an ion is well placed to move it back. Such reversals count as jumps but carry the ion nowhere. The correlation factor f accounts for them:

D* = f c_v D_v.

This note derives f ≈ 0.653 for the dilute, equal-rate case, gives a stable way to compute it, and shows how far it moves when those conditions fail.

**Model and conventions**

In cubic fluorite hafnia the oxygen sites form a simple-cubic lattice of spacing s = a/2, where a is the cubic cell edge. Cations fill every second cube of this lattice. Each edge between neighbouring oxygen sites is shared by four cubes, of which two, diagonally opposite, hold cations. All these edges are equivalent by symmetry, so one exchange rate w per neighbour describes every hop in the undoped cubic crystal.

The assumptions are: c_v → 0; no field; no binding of vacancies to dopants or to each other; successive hops without memory; and a label that does not alter the hop rate. Vectors on the lattice are measured in units of s, and e is the unit vector along x.

Successive hops of the vacancy are independent and their six possible directions average to zero, so all cross terms in its squared displacement vanish. After time t it has made 6wt hops on average:

⟨R_v²⟩ = 6wt s², D_v = ⟨R_v²⟩/(6t) = w s².

An ion has six neighbour sites, each vacant with probability c_v. It therefore jumps at the rate 6w c_v. If its jumps were also independent, D* would equal c_v w s². They are not.

**From successive jumps to f**

Let r_i be the i-th tracer jump. After n jumps,

⟨R²⟩ = n s² + 2 Σ_{i<j} ⟨r_i·r_j⟩.

Immediately after jump r_i, the vacancy occupies the site that the tracer left, at −r_i from the tracer. This arrangement is unchanged by a quarter turn about r_i, so the mean of the next jump can point only along that axis:

⟨r_{i+1} | r_i⟩ = C r_i, C = P_forward − P_backward.

P_forward and P_backward are the probabilities that the same vacancy returns and makes the next jump parallel or antiparallel to the last one. Sideways jumps average to zero. In three dimensions the vacancy may also escape. In the dilute limit the next one then arrives from a direction unrelated to r_i and contributes zero.

After the next jump the geometry is the same, turned to the new direction, and earlier history no longer matters. Applying the relation m times gives ⟨r_i·r_{i+m}⟩ = s² C^m. There are n−m pairs at separation m, hence

⟨R²⟩/s² = n + 2 Σ_{m=1}^{n−1} (n−m) C^m.

The sum can be rewritten as a double sum, because C^m occurs once for each k from m to n−1:

Σ_{m=1}^{n−1} (n−m) C^m = Σ_{k=1}^{n−1} Σ_{m=1}^{k} C^m
= [C/(1−C)] Σ_{k=1}^{n−1} (1−C^k)
= [C/(1−C)] [n − (1−C^n)/(1−C)].

Dividing by n gives

⟨R²⟩/(n s²) = (1+C)/(1−C) − 2C(1−C^n)/[n(1−C)²].

For |C| < 1 the last term vanishes as n grows, so

f = (1+C)/(1−C).

Since D* = ⟨R²⟩/(6t) and n = 6w c_v t, the relation D* = f c_v D_v follows.

Two cases show what the formula means. On a one-dimensional chain the vacancy returns with certainty, and always from the side where it was left. Then C = −1 and f = 0: the tracer has no ordinary diffusion in the dilute limit. On the cubic lattice, if one kept just the chance 1/6 that the vacancy reverses at its very next hop, C would be −1/6 and f = (5/6)/(7/6) = 0.714. Longer return paths lower this further, and they require a solution of the random walk.

**The return problem**

Let ρ be the vacancy position relative to the tracer. The last tracer jump was along +e, so the walk starts at −e. Let g(ρ) be the expected number of visits to ρ before the vacancy steps onto the tracer site. With g(0) = 0, for every ρ ≠ 0,

g(ρ) = δ(ρ,−e) + (1/6) Σ_d g(ρ−d),

where d runs over the six neighbour vectors. From +e the vacancy exchanges with the tracer with probability 1/6 per visit, and this moves the tracer forward. From −e it moves the tracer backward. Therefore

C = [g(e) − g(−e)]/6.

Now let ρ′ be the mirror image of ρ under x → −x, and define A(ρ) = g(ρ) − g(ρ′). Subtracting the two equations for g gives

A(ρ) = δ(ρ,−e) − δ(ρ,e) + (1/6) Σ_d A(ρ−d), ρ ≠ 0.

A vanishes on the plane x = 0. At ρ = 0 the right side is [A(e)+A(−e)]/6 plus four zeros, which is zero because A is odd. The equation therefore holds at the tracer site too, and the absorbing site has dropped out.

Let G(ρ) be the expected number of visits to ρ by a free walk that starts at the origin. The decaying solution of the free equation with these two sources is

A(ρ) = G(ρ+e) − G(ρ−e).

It is unique, since the difference of two solutions would equal its own neighbour average everywhere and decay at infinity, and so must be zero. Setting ρ = e and using A(e) = g(e) − g(−e),

C = −[G(0) − G(2e)]/6.

**Reduction to one integral**

The free walk obeys G(ρ) = δ(ρ,0) + (1/6) Σ_d G(ρ−d). Its Fourier transform is 1/(1−λ), with λ = (cos k_x + cos k_y + cos k_z)/3. Writing ⟨…⟩ for the average over the Brillouin zone,

G(0) − G(2e) = ⟨(1−cos 2k_x)/(1−λ)⟩ = 6⟨sin²k_x/(3−cos k_x−cos k_y−cos k_z)⟩,

because 1−cos 2k_x = 2 sin²k_x and 1/(1−λ) = 3/(3−3λ). Thus

C = −⟨sin²k_x/(3−cos k_x−cos k_y−cos k_z)⟩.

The integrand is bounded: sin²k_x = (1−cos k_x)(1+cos k_x) ≤ 2(1−cos k_x), which is at most twice the denominator. To separate the three directions, write the reciprocal of the positive denominator Q as ∫₀^∞ e^(−zQ) dz. The y and z averages are each

(1/2π) ∫_{−π}^{π} e^(z cos k) dk = I₀(z),

where I₀ and I₁ are modified Bessel functions. For the x average, use sin k e^(z cos k) = −(1/z) d(e^(z cos k))/dk and integrate by parts. The boundary term vanishes, leaving

(1/2π) ∫ sin²k e^(z cos k) dk = (1/z)(1/2π) ∫ cos k e^(z cos k) dk = I₁(z)/z.

The working formula is therefore

C = −∫₀^∞ e^(−3z) I₁(z) I₀(z)² / z dz.

Quadrature gives C = −0.209842, and

f = (1−0.209842)/(1+0.209842) = 0.790158/1.209842 = 0.65311.

**Pseudocode**

```
function scaled_integrand(z):
    if z == 0: return 1/2
    return i1e(z) * i0e(z)^2 / z    # iNe(z) = exp(-z) I_N(z)

C      = -integrate(scaled_integrand, 0, infinity)
f      = (1 + C) / (1 - C)
D_v    = w * s^2
D_star = f * c_v * D_v
```

**Cost and numerical stability**

The cost is one smooth one-dimensional quadrature, independent of temperature and of all material parameters. The scaled functions are essential. In double precision a single unscaled Bessel function overflows at z of roughly 700, and the product I₁(z) I₀(z)² already does so near z = 240, although the full integrand is small there.

The tail needs care as well. For large z both Bessel functions approach e^z/√(2πz), so the integrand approaches (2π)^(−3/2) z^(−5/2). Stopping at z = Z omits about

(2/3)(2π)^(−3/2) Z^(−3/2) ≈ 0.042 Z^(−3/2).

At Z = 50 this is 1.2×10⁻⁴ in C. Since df/dC = 2/(1−C)² = 1.37, the error in f is about 1.6×10⁻⁴. Use a rule for the infinite interval, or add the tail estimate.

A direct Brillouin-zone sum is a useful alternative. Use midpoints, so that k = 0, where the integrand depends on direction, is never evaluated. The grid treats x, y and z alike, so near k = 0 only the average of the integrand over the three axes matters. That average is 2/3 plus direction-dependent terms of order k², and the leading error therefore scales as 1/n⁵ for n points per axis. At n = 80 it is far below the digits shown, and extrapolation from n = 40 and 80 changes none of them. The result is again −0.209842, and agreement with the Bessel integral to 10⁻⁵ was tested. The cost grows as n³.

**A check that does not use the cosine series**

Place one vacancy and one tracer in a periodic cell of L³ sites. The states are the L³−1 nonzero relative positions. Ordinary hops leave the tracer in place. An exchange along x connects +e to −e and shifts the tracer by Δ = +1; the reverse exchange shifts it by −1. Exchanges along y and z connect opposite neighbours in the same way, with Δ = 0. All rates are w, so all states are equally likely in the long run.

Find a function h on the states that cancels the mean drift from every state i:

Σ_j w(Δ_ij + h_j − h_i) = 0.

The increments of tracer position plus h then have zero mean whatever the past, so their variances add. Because h is bounded, it does not affect the long-time growth rate. Diffusivity is half the variance rate. That half cancels the double counting of each bond by its two directions, which gives, in units of s²,

D_L = [1/(L³−1)] Σ_bonds w(Δ_ij + h_j − h_i)².

The vacant fraction seen by the tracer is 1/(L³−1), so f_L = (L³−1)D_L/w. This requires one sparse linear solve. Since h is fixed only up to a constant, set it to zero at one state; otherwise the matrix is singular.

The results are 0.65504 for L = 8 and 0.65334 for L = 16. The excess comes from the k = 0 term, which is absent from the finite cell. Near k = 0 the integrand tends to 2k_x²/k², whose cubic average is 2/3. To leading order C therefore shifts by +2/(3L³), and f by 1.37 times as much: 0.0018 and 0.0002 for the two cells, close to the excesses found. Removing the 1/L³ term by extrapolation gives 0.65309, within the tested tolerance of 10⁻⁴ of the formula.

**Simulation and its failure modes**

A third route follows single encounters. Start just after the first exchange, let the vacancy walk, and record the number N of tracer jumps. A pair of jumps i and i+m contributes s²C^m times the probability that jump i occurs. Summing over both indices gives ⟨R²⟩ = f⟨N⟩s². One must therefore divide the two means, not average R²/N over encounters.

With 300,000 encounters of 400 vacancy steps, the next jump was backward in 22.3 % of cases, forward in 1.1 % and sideways in 9.5 %. In the rest the vacancy had not returned within the 400 steps. The difference gives C = −0.211, and the ratio of means gives f = 0.652. The mean cosine with the second jump is 0.0437, against C² = 0.0440. The same runs give a vacancy correlation factor of 1.002, as expected for vacancy hops drawn independently.

Short observation windows bias f upward. If every trajectory is cut after a fixed number n of jumps, the finite-n formula gives an excess of about 0.29/n, or 0.03 at n = 10. A simulation that follows all ions usually takes windows of fixed time instead. When c_v is small, correlated jumps come in bursts that are short compared with the wait for a new vacancy. With equal hop rates, few bursts are then cut by the ends of a window, and the excess is much smaller for the same mean number of jumps. Unequal barriers add slower correlations: with the yttrium barriers used below, the excess is roughly 0.04 to 0.05 at a mean of 10 jumps, depending on the yttrium arrangement. In each case the slope of ⟨R²⟩ between two sufficiently long windows removes the constant offset.

**Charge transport follows the vacancy**

In atomic units a fully ionised oxygen vacancy, such as one compensating a trivalent dopant, has charge q = +2. Vacancies that have trapped electrons, as can occur in undoped or reduced hafnia, carry less charge, have different barriers, and are not described here. A field F changes its forward and backward rates to w e^(±u), with u = qFs/(2k_BT) for a barrier midway between sites. The drift velocity is

v = sw(e^u − e^(−u)) = 2sw sinh u ≈ qF w s²/(k_BT) for small u.

With n_O oxygen sites per volume, the current density is q n_O c_v v, so

σ = 4 n_O c_v D_v/(k_BT).

No f appears. Expressed per oxygen ion, the charge diffusivity is c_v D_v. The ratio of tracer to charge diffusivity, called the Haven ratio, therefore equals f in this dilute model.

**Example: a tracer anneal at 1000 K**

The example takes yttrium-stabilised cubic hafnia with rough, round parameters: a = 0.51 nm, barrier 0.70 eV, attempt frequency 10¹³ s⁻¹ and 16 % of cations yttrium. Two yttrium ions are compensated by one vacancy and there are two oxygen sites per cation, so c_v = 0.16/4 = 0.040. At 1000 K, k_BT = 0.0862 eV and

w = 10¹³ exp(−0.70/0.0862) s⁻¹ ≈ 2.97×10⁹ s⁻¹,
D_v = 2.97×10⁹ × (0.255×10⁻⁷)² ≈ 1.93×10⁻⁶ cm²/s,
D* = 0.653 × 0.040 × 1.93×10⁻⁶ ≈ 5.0×10⁻⁸ cm²/s.

The ratio D_v/D* is 38: a factor 25 because vacancies are scarce, and a factor 1.53 from correlation. In 60 s the root-mean-square displacement along one axis, √(2Dt), is 152 µm for a vacancy and 25 µm for a tracer ion. The dilute conductivity formula gives 0.035 S/cm.

**How far the real case moves the result**

Pure hafnia is cubic only at very high temperature. The stabiliser that retains the cubic phase also brings in many vacancies and unequal barriers, so the dilute equal-rate value is a reference point for this material. Two lattice-gas simulations in a 16³ cell size the corrections at c_v = 0.040.

With site blocking but equal barriers, f = 0.669 ± 0.002. Other vacancies sometimes interrupt the reversals. The conductivity also acquires the factor 1−c_v = 0.96, because a vacancy can exchange only with an occupied site.

Barriers that depend on the dopant matter more. The second simulation adds an assumed 0.20 eV for each yttrium ion on the cation edge crossed. One such ion slows a hop to 0.098 of w at 1000 K, and the mean edge rate is 0.734w. The tracer factor per jump falls to 0.503. The sampling error of this single run, 0.001, understates the uncertainty: other yttrium arrangements scatter the factor in either direction about an average near 0.50. The value is also not converged in window length: windows of roughly 30 to 60 jumps per ion, instead of 9 to 36, lower the factor to about 0.49 and the Haven ratio found below to about 0.63. The numbers derived from 0.503 below are therefore likely about 2 % high.

Charge diffusion in the same landscape needs no many-vacancy simulation. For site occupations n_i and symmetric rates w_ij, the mean flow from j to i is w_ij⟨n_j(1−n_i) − n_i(1−n_j)⟩ = w_ij(⟨n_j⟩−⟨n_i⟩). The products cancel, so density spreads as for one independent vacancy. The drift-cancelling method above, applied to the vacancy alone, gives D_v = 0.576 w s². Hence

Haven ratio = 0.503 × 0.734/0.576 = 0.641.

Both diffusivities fall by more than 40 %, while their ratio falls only from the equal-barrier 0.669 to 0.641. Its closeness to the dilute 0.653 is partly accidental, because site blocking raises the ratio and the barriers lower it. In this landscape the tracer factor per jump and the Haven ratio are different quantities. To obtain D_v from D*, divide by c_v and by the Haven ratio; to obtain D* from a mean jump rate, use the factor per jump. The corrected diffusivity is D* = 0.503 × 0.734 × 0.040 × 1.93×10⁻⁶ ≈ 2.9×10⁻⁸ cm²/s, 0.57 of the dilute estimate. Another barrier increment would give other numbers.

A field of 1 MV/cm gives u = 0.30 at 1000 K and raises the drift 1.5 % above its linear value. This only gauges the linear formula: at the dilute conductivity of 0.035 S/cm, such a field would heat a real sample by roughly 10 K per nanosecond and could not be sustained. At 300 K the same field gives u = 0.99, and the factor (sinh u)/u raises the drift by about 17 %. At 300 K the uniform-barrier model gives D_v = 1.1×10⁻¹⁴ cm²/s, but one yttrium ion on an edge then slows a hop to 4×10⁻⁴ of w. Vacancies can go round such slow edges, so the long-range D_v in the barrier model falls only to about half the uniform-barrier value, compared with 0.576 of it at 1000 K. The tracer factor and the Haven ratio at 300 K have not been computed.

Ferroelectric hafnia films are mainly in a polar orthorhombic phase with inequivalent oxygen sites. There the single rate w, the quarter-turn symmetry and the value 0.653 all lose their basis, and the return problem must be solved with the rates of that phase. Vacancy–dopant binding, vacancy repulsion and ordering are also absent here, and their effect on f has not been computed. The numerical output below lists the model parameters and the main results.

Table of computed values

```
mean cosine C, Bessel integral: -0.209842
mean cosine C, zone sum extrapolated: -0.209842
correlation factor f, formula: 0.653109
f, Markov chain, 8^3 cell: 0.655040
f, Markov chain, 16^3 cell: 0.653335
f, Markov chain, extrapolated: 0.653092
encounters simulated: 300000, vacancy steps each: 400
simulated C: -0.2112
simulated second cosine: 0.0437, C squared: 0.0440
simulated next jump backward, probability: 0.2226
simulated next jump forward, probability: 0.0114
simulated next jump sideways, all four: 0.0948
simulated tracer f: 0.6519
simulated vacancy correlation factor: 1.0019
cubic cell edge: 0.510 nm, hop length: 0.255 nm
barrier: 0.70 eV, attempt frequency: 1.0e+13 Hz
anneal: 1000 K for 60 s, kT: 0.08617 eV
yttrium cation fraction: 0.1602
vacant oxygen-site fraction c_v: 0.0400
exchange rate w per neighbour: 2.966e+09 1/s
vacancy diffusivity D_v: 1.929e-06 cm2/s
tracer diffusivity D*: 5.043e-08 cm2/s
D*/c_v, D_v estimate without f: 1.260e-06 cm2/s
ratio D_v/D*: 38.24
rms vacancy displacement along one axis: 152.1 um
rms tracer displacement along one axis: 24.6 um
oxygen-site density: 6.031e+22 1/cm3
ionic conductivity, dilute formula: 0.0346 S/cm
site-blocking factor 1-c_v: 0.9600
f at this c_v, lattice gas: 0.6694 +- 0.0024
extra barrier per yttrium on edge: 0.20 eV
rate factor, one yttrium, anneal: 0.0982
mean edge rate relative to w: 0.7342
D_v with edge barriers relative to w s^2: 0.5761
tracer f with edge barriers: 0.5028 +- 0.0012
charge correlation factor, edge barriers: 0.7846
Haven ratio with edge barriers: 0.6408
field: 1.0 MV/cm, drift/linear drift: 1.0147
D_v at 300 K: 1.131e-14 cm2/s
rate factor, one yttrium, 300 K: 4.367e-04
```
